# Thermal Noise of a Distributed MOSFET Gate Resistance, part 1

(Sections cited here and not found follow in the second part.)

## First half: the gate strip at low frequency

### What goes wrong with a single resistor

A long, narrow MOSFET gate has a resistance $R$ from one end to the other. If its thermal noise is represented by one resistor $R$ in series with the gate, the noise power is too large by a factor of three when the gate is contacted at one end, and by a factor of twelve when it is contacted at both ends.

The error can change the judgement of a design. In the example worked out in the second half, $R$ is 444 Ω, and the thermal noise of the channel, estimated with a long-channel model, is equivalent to 133 Ω at the gate. The single resistor would give the gate a share of $444/(444+133)$, or 77%, of the thermal noise power from these two sources. The distributed calculation gives 53% with one contact and 22% with two.

The fault lies in the assumption that the whole transistor sees the whole resistance. The part of the transistor next to a contact sees almost none of it. The noise voltage therefore varies along the gate, and the drain current responds to its average.

### Assumptions and the quantity to be found

Let the gate have width $W$, measured along the strip, and length $L$, measured from source to drain. Position along the width is $x$, and $u=x/W$ runs from 0 to 1. The resistance $R$ is always the end-to-end value,

$$
R=R_{\rm sheet}\frac{W}{L},
$$

whether one end or both ends are contacted.

The strip is uniform and at one temperature $T$. The transconductance $g_m$ is spread evenly along the width, so that a piece $du$ contributes $g_m\,du$. The source, the drain and the gate contacts are held at ac ground. With a local gate noise voltage $v(u)$, the pieces of the transistor work in parallel and their drain currents add:

$$
i_d=\int_0^1 g_m v(u)\,du=g_m\bar v,
\qquad
\bar v=\int_0^1v(u)\,du .
$$

This is a small-signal relation. It requires $v$ to be small enough for the drain current to respond linearly.

All spectra are one-sided, so a resistor $r$ has an open-circuit voltage spectrum $4kTr$, with $k$ Boltzmann's constant. The noise resistance $R_n$ is defined through the drain-current spectrum caused by the gate resistance:

$$
S_{i_d}=g_m^2\,4kT\,R_n .
$$

Thus $R_n$ is the single resistor which, placed in series with the gate of an otherwise ideal transistor, would give the same drain noise at low frequency. Since $i_d=g_m\bar v$, the definition is equivalent to $S_{\bar v}=4kTR_n$.

"Low frequency" means $\omega RC\ll1$, where $C$ is the total gate capacitance. The current that charges the gate then causes a negligible voltage drop along the strip. The condition does not say that other noise sources are small. Flicker noise grows towards low frequency and has to be compared separately.

### The simplest case: one resistor and two half transistors

Put the entire resistance between two nodes. The left node is the contact and has zero voltage. Half of the transconductance belongs to each node. No current flows at low frequency, so the right node has the full noise voltage $e$ of the resistor. The mean gate voltage is

$$
\bar v=\tfrac12\cdot0+\tfrac12e=\tfrac12e .
$$

A factor in an amplitude enters a spectrum squared. Hence $S_{\bar v}=\tfrac14\,4kTR$ and $R_n=R/4$.

This crude model already lies well below $R$. Two limits show why. If the whole transistor were at the right node, $\bar v$ would be $e$ and $R_n$ would be $R$. If it were all at the contact, $R_n$ would be zero. The distribution of the transistor along the resistor fixes the result.

### One contact and $N$ resistors

Now divide the strip into $N$ equal resistors $R/N$, with nodes $j=0,1,\ldots,N$. Node 0 is the contact. Each interior node carries a fraction $1/N$ of the transconductance, and each end node carries $1/(2N)$, because only half a slice surrounds it.

Let $e_k$ be the noise voltage of resistor $k$, between nodes $k-1$ and $k$, counted positive when it raises node $k$. With no current,

$$
v_j=\sum_{k=1}^{j}e_k .
$$

The voltage $e_k$ appears at node $k$ and at every node beyond it. There are $N-k$ such nodes with share $1/N$, and the last node has share $1/(2N)$. The weight of $e_k$ in the mean voltage is therefore

$$
a_k=\frac{N-k}{N}+\frac{1}{2N}
=\frac{N-k+\frac12}{N}.
$$

The resistors are independent, so cross terms between them vanish and their spectra add:

$$
R_n=\frac RN\sum_{k=1}^{N}a_k^2
=\frac{R}{N^3}\sum_{m=0}^{N-1}\left(m+\tfrac12\right)^2,
\qquad m=N-k .
$$

Expand the square and use the sums of $m^2$ and $m$:

$$
\sum_{m=0}^{N-1}\left(m^2+m+\tfrac14\right)
=\frac{(N-1)N(2N-1)}6+\frac{N(N-1)}2+\frac N4 .
$$

The first term is $N^3/3-N^2/2+N/6$, and the second is $N^2/2-N/2$. The squares of $N$ cancel. The terms linear in $N$ add to $N(1/6-1/2+1/4)=-N/12$. Thus

$$
R_n=R\left(\frac13-\frac1{12N^2}\right).
$$

For $N=1$ this returns the $R/4$ found above. For large $N$ it tends to $R/3$. A nodal calculation with 400 separate noisy resistors gives $R_n/R=0.333333$.

### One contact and a continuous strip

The same result follows without slices of finite size. A piece $du$ has resistance $R\,du$ and noise voltage $e(u)\,du$. Different pieces are independent, which is expressed by the cross-spectrum

$$
S_e(u,u')=4kTR\,\delta(u-u').
$$

The delta function gives a piece $du$ the spectrum $4kTR\,du$, as its resistance requires. With the contact at $u=0$,

$$
v(u)=\int_0^u e(u')\,du' .
$$

Insert this in the average and exchange the order of integration. The region is $0<u'<u<1$, so for a given $u'$ the variable $u$ runs from $u'$ to 1:

$$
\bar v=\int_0^1du\int_0^u du'\,e(u')
=\int_0^1du'\,e(u')\int_{u'}^1du
=\int_0^1(1-u')e(u')\,du' .
$$

The weight $1-u'$ is the fraction of the transistor lying beyond the noisy piece. A piece near the contact shifts nearly the whole gate, while a piece near the free end shifts almost nothing. The spectrum is

$$
S_{\bar v}=4kTR\int_0^1(1-u)^2du=4kTR\,\frac13,
$$

and therefore

$$
\boxed{R_n=\frac R3\quad\text{(one end contacted)}.}
$$

The mean of the weight is $1/2$, but the noise contains the mean of its square, which is $1/3$.

### Two contacts: a current must flow

With both ends grounded, the voltage must vanish at $u=0$ and at $u=1$. The noise voltages along the strip generally do not add to zero, so they drive a current around the loop formed by the strip and the ground connection. Let $J$ be this current, positive towards increasing $u$. It lowers the voltage along its direction, which gives

$$
v(u)=\int_0^u e(u')\,du'-JRu .
$$

The condition $v(1)=0$ fixes the current:

$$
JR=\int_0^1e(u')\,du' .
$$

Its spectrum is $4kTR/R^2=4kT/R$, the thermal current noise of a resistor $R$ with its ends joined. After substitution,

$$
v(u)=\int_0^u e(u')\,du'-u\int_0^1e(u')\,du' .
$$

The average of the first term is already known. In the second term the average of $u$ is $1/2$. Hence

$$
\bar v=\int_0^1(1-u)e(u)\,du-\frac12\int_0^1e(u)\,du
=\int_0^1\left(\frac12-u\right)e(u)\,du .
$$

With $y=u-\tfrac12$, the integral of the squared weight is

$$
\int_0^1\left(\frac12-u\right)^2du
=\int_{-1/2}^{1/2}y^2dy
=\frac13\left(\frac18+\frac18\right)=\frac1{12}.
$$

Therefore

$$
\boxed{R_n=\frac R{12}\quad\text{(both ends contacted)}.}
$$

The weight changes sign at the middle. A noise voltage in the left half raises the average gate voltage, and one of the same direction in the right half lowers it. A noisy piece at the centre raises one half of the gate as much as it lowers the other, so it has no effect on the total drain current.

The model with $N$ resistors provides another check. The loop current subtracts the mean weight $1/2$ from every $a_k$. The mean square of $a_k$ is $1/3-1/(12N^2)$, so

$$
R_n=R\left(\frac13-\frac1{12N^2}-\frac14\right)
=\frac R{12}\left(1-\frac1{N^2}\right).
$$

For $N=1$ both nodes are grounded and the noise is zero, as it must be. For large $N$ the result tends to $R/12$. The nodal calculation with 400 resistors gives 0.083333 for $R_n/R$.

### The voltage at one point and the voltage averaged over the gate

The same answers can be obtained from the correlations of the local voltages. With one contact, the voltages at $u$ and $u'$ share the noise of the strip between the contact and the nearer point. Their cross-spectrum is

$$
S_{\rm one}(u,u')=4kTR\,\min(u,u').
$$

With two contacts, write the voltage as $v_1(u)-u\,v_1(1)$, where $v_1$ is the one-contact voltage. The four products contribute $\min(u,u')$, $-uu'$, $-uu'$ and $+uu'$, so

$$
S_{\rm both}(u,u')=4kTR\,[\min(u,u')-uu'].
$$

Averaging over both positions must give $S_{\bar v}$. The two halves of the square, $u'<u$ and $u'>u$, contribute equally to the first integral:

$$
\int_0^1\!\!\int_0^1\min(u,u')\,du\,du'
=2\int_0^1du\int_0^u u'\,du'
=\int_0^1u^2du=\frac13 .
$$

The integral of $uu'$ is $(1/2)^2=1/4$. The two-contact result is thus $1/3-1/4=1/12$.

Setting $u=u'$ gives the noise at a point: $4kTRu$ with one contact and $4kTRu(1-u)$ with two. In the 400-resistor calculation the local noise agreed with these expressions at every node to within two parts in $10^5$. The second expression has a simple limit. At the middle it gives $R/4$, which is the resistance of two halves $R/2$ in parallel. A narrow transistor located there would see $R/4$. The full-width transistor sees $R/12$, because it also samples the quieter regions near the contacts, and because voltages at different points are not fully correlated.

### Why two contacts give a factor of four

Imagine that the two-contact strip is cut at its centre. Each half has resistance $R/2$, transconductance $g_m/2$ and one contact. The halves are independent, and their drain spectra add:

$$
S_{i_d}=2\left(\frac{g_m}{2}\right)^2 4kT\,\frac{R/2}{3}
=g_m^2\,4kT\,\frac R{12}.
$$

The cut does not change the average voltage. In the cut strip, a source at $u<1/2$ shifts the part from $u$ to $1/2$ and has weight $1/2-u$. For $u>1/2$, a source directed towards increasing $u$ lowers the part from $1/2$ to $u$, and the weight is again $1/2-u$. These are the weights of the uncut strip. The local voltages do differ: at the centre the noise resistance is $R/4$ without the cut and $R/2$ with it.

A single contact at the centre also creates two one-contact halves, so it too gives $R/12$. The network value is 0.083333. In this ideal strip, the benefit comes from shortening the distance to a contact, and the number of contacts matters through that distance.

### Several fingers

Keep the total width, the length and the total $g_m$ fixed, and divide the gate into $K$ parallel fingers. Each finger has resistance $R/K$ and transconductance $g_m/K$. If each has one contact,

$$
S_{i_d}=K\left(\frac{g_m}{K}\right)^2 4kT\,\frac{R/K}{3}
=g_m^2\,4kT\,\frac{R}{3K^2}.
$$

One factor $1/K$ comes from the shorter fingers, and the other from adding independent noise currents. With two contacts on each finger, the factor $1/3$ is replaced by $1/12$, so $R_n=R/(12K^2)$. For $K=1$ the two boxed results return. These laws describe the strip resistance alone; contact resistance follows a different law, which is derived below.

## Second half: frequency, real contacts and a worked example

### Symbols and results carried over

The gate strip has end-to-end resistance $R$, total capacitance $C$ and uniformly distributed transconductance $g_m$. The coordinate $u$ runs from 0 to 1 along its width. The noise voltage $v(u)$ has the average $\bar v$, and the drain noise current is $g_m\bar v$. The noise resistance is defined by $S_{i_d}=g_m^2\,4kTR_n$, with one-sided spectra. At low frequency $R_n=R/3$ for one contact and $R_n=R/12$ for two. A noise voltage at $u$ enters $\bar v$ with weight $1-u$ in the first case and $1/2-u$ in the second.

### How low the frequency must be

Let the capacitance be spread uniformly between the gate strip and an ac ground formed by the channel, source and drain. The local transconductance is taken to be independent of frequency. First apply a signal voltage $V$ to one contact, with time dependence $e^{j\omega t}$. If $i(u)$ is the current towards increasing $u$, Ohm's law and charge conservation give

$$
\frac{dv}{du}=-Ri,\qquad \frac{di}{du}=-j\omega C\,v .
$$

Differentiate the first equation and insert the second:

$$
\frac{d^2v}{du^2}=\gamma^2v,\qquad
\gamma^2=j\omega RC=js,\qquad s=\omega RC .
$$

No current leaves the free end, so $dv/du=0$ at $u=1$. With $v(0)=V$ the solution is

$$
v(u)=V\frac{\cosh[\gamma(1-u)]}{\cosh\gamma}.
$$

The current at the contact is $-(1/R)\,dv/du$ at $u=0$. The derivative of the hyperbolic cosine supplies another minus sign, and the input admittance is

$$
Y=\frac{i(0)}V=\frac{\gamma\tanh\gamma}{R}.
$$

Now ground the contact and consider the thermal noise. Nyquist's theorem gives the current through this short circuit the spectrum $4kT\,{\rm Re}\,Y$. All charge on the gate enters through the contact. The total charge is $C\bar v$, so the magnitude of the contact current is $\omega C|\bar v|$. Therefore

$$
S_{\bar v}=\frac{4kT\,{\rm Re}\,Y}{(\omega C)^2}.
$$

Since $\omega C=s/R$, the noise resistance for one contact is

$$
\frac{R_n}{R}=F(s)=\frac{{\rm Re}(\gamma\tanh\gamma)}{s^2}.
$$

This derivation did not use the weight $1-u$. Its low-frequency limit is thus a separate test of the factor $1/3$.

At low frequency the gate strip acts as a noise resistance of $R/3$ with one contact and $R/12$ with two, and for one contact the function $F(s)$ extends the result to higher frequencies. What remains is to evaluate the frequency dependence for both contact schemes, to include contact resistance and uneven transconductance, and to work through an example and compare it with real devices.
